# Concavity of Atomic Ground Energies and Bounds on Helium: a program that tests the result

```python
"""
Result under test: for H = T - Z*A + B (A = sum 1/r_i, B = sum 1/r_ij) the
ground energy E(Z) at fixed electron number is concave in Z, e(x) = E/Z^2 is
concave in x = 1/Z, and s = sqrt(-E) is convex in Z. These facts bound the
helium energy by the energies of H-, Li+ and Be2+ (hartree atomic units,
fixed point nucleus, no relativity).
Two-electron basis: exp(-a*(r1+r2)) (r1+r2)^i (r1-r2)^j r12^k, j even.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from math import factorial, sqrt
from mpmath import mp, mpf
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

mp.dps = 40
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def monomial(coef, a, b, c):
    """coef * integral of exp(-2s) s^a t^b u^c over 0 < t < u < s."""
    if coef == 0:
        return mpf(0)
    n = a + b + c + 2
    return mpf(coef * factorial(n)) / ((b + 1) * (b + c + 2) * 2 ** (n + 1))


def weighted(coef, a, b, c):
    """The same with the volume weight u (s^2 - t^2)."""
    return monomial(coef, a + 2, b, c + 1) - monomial(coef, a, b + 2, c + 1)


def elements(f, g):
    """Overlap, kinetic, attraction (A) and repulsion (B) at exponent 1."""
    (i, j, k), (p, q, r) = f, g
    a, b, c = i + p, j + q, k + r
    kinetic = (weighted(i * p, a - 2, b, c) - weighted(i + p, a - 1, b, c)
               + weighted(1, a, b, c) + weighted(j * q, a, b - 2, c)
               + weighted(k * r, a, b, c - 2))
    su, u_only, tu = i * r + p * k, -(k + r), j * r + q * k
    kinetic += monomial(su, a, b, c + 1) - monomial(su, a, b + 2, c - 1)
    kinetic += (monomial(u_only, a + 1, b, c + 1)
                - monomial(u_only, a + 1, b + 2, c - 1))
    kinetic += monomial(tu, a + 2, b, c - 1) - monomial(tu, a, b, c + 1)
    return (weighted(1, a, b, c), kinetic, monomial(4, a + 1, b, c + 1),
            weighted(1, a, b, c - 1))


DEGREE = 6
basis = [(i, j, k) for i in range(DEGREE + 1) for j in range(0, DEGREE + 1, 2)
         for k in range(DEGREE + 1) if i + j + k <= DEGREE]
basis.sort(key=lambda f: (sum(f), f))
size = len(basis)
small = sum(1 for f in basis if sum(f) < DEGREE)
raw = [np.empty((size, size), dtype=object) for _ in range(4)]
for m in range(size):
    for n in range(m + 1):
        for matrix, value in zip(raw, elements(basis[m], basis[n])):
            matrix[m, n] = matrix[n, m] = value
chol = np.array(mp.cholesky(mp.matrix(raw[0].tolist())).tolist(),
                dtype=object).reshape(size, size)


def forward(matrix):
    """Solve chol * X = matrix in high precision."""
    x = matrix.copy()
    for m in range(size):
        for n in range(m):
            x[m] = x[m] - chol[m, n] * x[n]
        x[m] = x[m] / chol[m, m]
    return x


def orthonormal(matrix):
    out = forward(forward(matrix).T.copy()).astype(float)
    return (out + out.T) / 2


T, A, B = [orthonormal(matrix) for matrix in raw[1:]]


def lowest(a, Z, g, n=size):
    h = a * a * T[:n, :n] - a * Z * A[:n, :n] + a * g * B[:n, :n]
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


def ground(Z, g, n=size):
    """Lowest energy of T - Z*A + g*B and the best exponent."""
    res = minimize_scalar(lambda a: lowest(a, Z, g, n),
                          bounds=(0.4 * Z, 2.0 * Z), method="bounded",
                          options={"xatol": 1e-6})
    return res.fun, res.x


def line(x, x0, f0, x1, f1):
    """Value at x of the straight line through two points."""
    return f0 + (f1 - f0) * (x - x0) / (x1 - x0)


# Matrix elements against the hydrogenic product state
rep = quad(lambda r: 4 * r * r * np.exp(-2 * r)
           * (1 / r - np.exp(-2 * r) * (1 + 1 / r)), 0, 40)[0]
assert abs(T[0, 0] - 1) < 1e-12 and abs(A[0, 0] - 2) < 1e-12
assert abs(B[0, 0] - rep) < 1e-8

# Two-electron ions, convergence and scaling
names = {1: "H-", 2: "He", 3: "Li+", 4: "Be2+"}
E, change = {}, {}
for Z in names:
    E[Z], best = ground(Z, 1)
    change[Z] = ground(Z, 1, small)[0] - E[Z]
    assert -1e-9 < change[Z] < 1e-4
    # finite-basis error at a non-optimal exponent sets this tolerance
    assert abs(Z * Z * lowest(0.9 * best / Z, 1, 1 / Z) - E[Z]) < 1e-4
e = {Z: E[Z] / Z**2 for Z in names}
s = {Z: sqrt(-E[Z]) for Z in names}
e_limit = ground(1, 0)[0]
assert abs(e_limit + 1) < 1e-8

# Independent helium energy from Gaussian full configuration interaction
mol = gto.M(atom="He 0 0 0", basis="cc-pvqz", verbose=0)
he_fci = fci.FCI(scf.RHF(mol).run()).kernel()[0]
assert 0 < he_fci - E[2] < 2e-3

# Curvature signs on grids
grid = np.linspace(0, 1, 11)
e_grid = np.array([ground(1, x)[0] for x in grid])
curv_e = np.diff(e_grid, 2)
curv_s = np.diff(np.sqrt(-e_grid), 2)
assert curv_e.max() < 0 and curv_s.min() > 0
Z_grid = np.linspace(1, 4, 7)
E_grid = np.array([ground(Z, 1)[0] for Z in Z_grid])
assert np.diff(E_grid, 2).max() < 0
assert np.diff(np.sqrt(-E_grid), 2).min() > 0

# Helium bounds by three routes
low_Z = line(2, 1, E[1], 3, E[3])
up_Z = line(2, 3, E[3], 4, E[4])
low_inv = 4 * line(1 / 2, 1 / 3, e[3], 1, e[1])
up_inv = 4 * line(1 / 2, 1 / 4, e[4], 1 / 3, e[3])
up_limit = 4 * line(1 / 2, 0, -1.0, 1 / 3, e[3])
s_high = line(2, 1, s[1], 3, s[3])
s_low = line(2, 3, s[3], 4, s[4])
low_s, up_s = -s_high**2, -s_low**2
assert abs(low_inv - (E[1] + E[3] / 3)) < 1e-12
assert abs(up_inv - (4 * E[3] / 3 - E[4] / 2)) < 1e-12
assert abs(up_limit - (2 + 2 * E[3] / 3)) < 1e-12
assert low_Z < low_inv < low_s < E[2] < up_s < up_inv < up_limit < up_Z

# Scaled helium state used as a trial state for its neighbours
e_he, a_he = ground(1, 0.5)
vec = eigh(a_he**2 * T - a_he * A + 0.5 * a_he * B)[1][:, 0]
t_he = a_he**2 * vec @ T @ vec
att_he = a_he * vec @ A @ vec
rep_he = a_he * vec @ B @ vec
step = 0.01
slope = (ground(1, 0.5 + step)[0] - ground(1, 0.5 - step)[0]) / (2 * step)
assert abs(slope - rep_he) < 5e-5
s_formula = 2 * (att_he - 0.5 * rep_he) / (2 * sqrt(t_he))
assert abs(s_formula - s[2]) < 1e-6
trial_li = t_he - att_he + rep_he / 3
trial_h = t_he - att_he + rep_he
excess_li, excess_h = trial_li - e[3], trial_h - e[1]
gap = e[2] - low_inv / 4
assert excess_li > 0 and excess_h > 0
assert abs(gap - (0.75 * excess_li + 0.25 * excess_h)) < 1e-7

# Three electrons: one fixed Gaussian basis for Li, Be+ and B2+
shells = [[0, [0.03 * 3.2**k, 1.0]] for k in range(10)]
shells += [[1, [0.8 * 4.0**k, 1.0]] for k in range(3)]
E3 = {}
for Z, symbol in ((3, "Li"), (4, "Be"), (5, "B")):
    mol = gto.M(atom=symbol + " 0 0 0", charge=Z - 3, spin=1,
                basis={symbol: shells}, verbose=0)
    E3[Z] = fci.FCI(scf.ROHF(mol).run()).kernel()[0]
be_Z = line(4, 3, E3[3], 5, E3[5])
be_inv = 16 * line(1 / 4, 1 / 5, E3[5] / 25, 1 / 3, E3[3] / 9)
be_s = -line(4, 3, sqrt(-E3[3]), 5, sqrt(-E3[5]))**2
assert be_Z < be_inv < be_s < E3[4]

print(f"Hylleraas functions, large and small basis: {size}, {small}")
for Z in names:
    print(f"{names[Z]}: Z = {Z}, E = {E[Z]:.6f} hartree")
    print(f"  E/Z^2 = {e[Z]:.6f} hartree, sqrt(-E) = {s[Z]:.6f} hartree^0.5")
    print(f"  small basis minus large basis = {change[Z]:.1e} hartree")
print(f"E/Z^2 at 1/Z = 0: {e_limit:.6f} hartree")
print(f"He, Gaussian FCI cc-pVQZ: {he_fci:.6f} hartree")
print(f"Largest second difference of E/Z^2, step 0.1: {curv_e.max():.6f} hartree")
print(f"Concavity in Z, lower bound on He: {low_Z:.4f} hartree")
print(f"Concavity in Z, upper bound on He: {up_Z:.4f} hartree")
print(f"Concavity in 1/Z, lower bound on He: {low_inv:.4f} hartree")
print(f"Concavity in 1/Z, upper bound on He: {up_inv:.4f} hartree")
print(f"Upper bound from Li+ and 1/Z = 0: {up_limit:.4f} hartree")
print(f"Bounds on sqrt(-E) of He: {s_low:.6f} to {s_high:.6f} hartree^0.5")
print(f"Convex sqrt(-E), lower bound on He: {low_s:.4f} hartree")
print(f"Convex sqrt(-E), upper bound on He: {up_s:.4f} hartree")
for label, lo, hi in (("Z", low_Z, up_Z), ("1/Z", low_inv, up_inv),
                      ("sqrt(-E)", low_s, up_s)):
    print(f"Width of the bounds from {label}: {hi - lo:.4f} hartree")
print(f"Scaled He state: <T> = {t_he:.6f}, <A> = {att_he:.6f} (atomic units)")
print(f"Scaled He state: <B> = {rep_he:.6f}, slope = {slope:.6f} hartree")
print(f"Scaled He state in Li+: {trial_li:.6f}, excess {excess_li:.6f} hartree")
print(f"Scaled He state in H-: {trial_h:.6f}, excess {excess_h:.6f} hartree")
print(f"Gap of E/Z^2 above the chord at He: {gap:.6f} hartree")
for label, lo, hi in (("1/Z", low_inv, up_inv), ("sqrt(-E)", low_s, up_s)):
    print(f"He ionisation energy from {label}: {-2 - hi:.4f} to "
          f"{-2 - lo:.4f} hartree")
    print(f"  = {(-2 - hi) * HARTREE_EV:.2f} to {(-2 - lo) * HARTREE_EV:.2f} eV")
print(f"He ionisation energy, direct: {-2 - E[2]:.4f} hartree "
      f"= {(-2 - E[2]) * HARTREE_EV:.2f} eV")
for Z, label in ((3, "Li"), (4, "Be+"), (5, "B2+")):
    print(f"{label}, three-electron FCI, s and p basis: {E3[Z]:.4f} hartree")
print(f"Be+ lower bound from Z: {be_Z:.4f} hartree")
print(f"Be+ lower bound from 1/Z: {be_inv:.4f} hartree")
print(f"Be+ lower bound from sqrt(-E): {be_s:.4f} hartree")
print("success")
```

It prints:

```
Hylleraas functions, large and small basis: 50, 34
H-: Z = 1, E = -0.527743 hartree
  E/Z^2 = -0.527743 hartree, sqrt(-E) = 0.726459 hartree^0.5
  small basis minus large basis = 3.6e-05 hartree
He: Z = 2, E = -2.903724 hartree
  E/Z^2 = -0.725931 hartree, sqrt(-E) = 1.704032 hartree^0.5
  small basis minus large basis = 2.7e-06 hartree
Li+: Z = 3, E = -7.279913 hartree
  E/Z^2 = -0.808879 hartree, sqrt(-E) = 2.698131 hartree^0.5
  small basis minus large basis = 2.5e-06 hartree
Be2+: Z = 4, E = -13.655565 hartree
  E/Z^2 = -0.853473 hartree, sqrt(-E) = 3.695344 hartree^0.5
  small basis minus large basis = 2.5e-06 hartree
E/Z^2 at 1/Z = 0: -1.000000 hartree
He, Gaussian FCI cc-pVQZ: -2.902411 hartree
Largest second difference of E/Z^2, step 0.1: -0.002967 hartree
Concavity in Z, lower bound on He: -3.9038 hartree
Concavity in Z, upper bound on He: -0.9043 hartree
Concavity in 1/Z, lower bound on He: -2.9544 hartree
Concavity in 1/Z, upper bound on He: -2.8788 hartree
Upper bound from Li+ and 1/Z = 0: -2.8533 hartree
Bounds on sqrt(-E) of He: 1.700919 to 1.712295 hartree^0.5
Convex sqrt(-E), lower bound on He: -2.9320 hartree
Convex sqrt(-E), upper bound on He: -2.8931 hartree
Width of the bounds from Z: 2.9996 hartree
Width of the bounds from 1/Z: 0.0756 hartree
Width of the bounds from sqrt(-E): 0.0388 hartree
Scaled He state: <T> = 0.725931, <A> = 1.688317 (atomic units)
Scaled He state: <B> = 0.472910, slope = 0.472910 hartree
Scaled He state in Li+: -0.804749, excess 0.004130 hartree
Scaled He state in H-: -0.489476, excess 0.038267 hartree
Gap of E/Z^2 above the chord at He: 0.012664 hartree
He ionisation energy from 1/Z: 0.8788 to 0.9544 hartree
  = 23.91 to 25.97 eV
He ionisation energy from sqrt(-E): 0.8931 to 0.9320 hartree
  = 24.30 to 25.36 eV
He ionisation energy, direct: 0.9037 hartree = 24.59 eV
Li, three-electron FCI, s and p basis: -7.4717 hartree
Be+, three-electron FCI, s and p basis: -14.3161 hartree
B2+, three-electron FCI, s and p basis: -23.4118 hartree
Be+ lower bound from Z: -15.4418 hartree
Be+ lower bound from 1/Z: -14.3459 hartree
Be+ lower bound from sqrt(-E): -14.3339 hartree
success
```
